# Why Cattaneo's Equation Puts Ballistic Heat Fronts in the Wrong Place

Release a thin planar sheet of heat in a crystal and ask where its leading edge is after a time $t$. If the phonons share one speed $v$ and never collide, then $v$ and $t$ are the only quantities from which a length can be built. The edge must lie at

$$x_{\rm front}=a\,vt ,$$

with $a$ a pure number. Collisions at a rate $1/\tau$ could at most turn $a$ into a function of $t/\tau$. Dimensional analysis cannot supply $a$; the angular distribution of the phonons does. The transport equation gives $a=1$, while Cattaneo's equation gives $a=1/\sqrt3$. The difference comes from one assumption about angles, and a solvable model shows where that assumption fails.

## The model and its exact moments

The phonons are gray: all have speed $v$ and mean free path $\Lambda=v\tau$. Scattering conserves energy and makes the direction isotropic. Let $\mu$ be the cosine of the angle between a phonon's velocity and the $x$ axis, and let $f(x,\mu,t)$ be the excess energy density per unit $\mu$. The energy density and the flux are

$$u=\int_{-1}^{1}f\,d\mu,\qquad q=v\int_{-1}^{1}\mu f\,d\mu .$$

An isotropic distribution with energy density $u$ is $f=u/2$, so the linear Boltzmann equation reads

$$\frac{\partial f}{\partial t}+v\mu\frac{\partial f}{\partial x}=-\frac{f-u/2}{\tau}. \tag{1}$$

No $\hbar$ appears, so the algebra is the same in atomic units as in any others. The pulse starts as $f=\tfrac12E\,\delta(x)$: energy $E$ per unit area, all directions equally filled. The medium is infinite. Since the pulse is symmetric about $x=0$, its right half also describes a pulse released at a specularly reflecting face, with the densities doubled for the same total energy.

Integrate (1) over $\mu$. The right side vanishes because $\int (u/2)\,d\mu=u$. Then multiply (1) by $v\mu$ and integrate; the isotropic term drops out because $\int\mu\,d\mu=0$. The results are

$$\frac{\partial u}{\partial t}+\frac{\partial q}{\partial x}=0,\qquad
\frac{\partial q}{\partial t}+v^2\frac{\partial(\chi u)}{\partial x}=-\frac q\tau,\qquad
\chi=\frac1u\int_{-1}^{1}\mu^2f\,d\mu. \tag{2}$$

These are exact but not closed, because $\chi$, the local mean of $\mu^2$, is unknown.

## The assumption that sets the speed

Suppose that $f$ is at most linear in $\mu$ everywhere. Matching $u$ and $q$ gives $f=u/2+3q\mu/(2v)$. The second term is odd and contributes nothing to the mean of $\mu^2$, so $\chi=\tfrac12\int\mu^2d\mu=1/3$. With $D=v^2\tau/3$, the second equation of (2) becomes Cattaneo's,

$$\tau\frac{\partial q}{\partial t}+q=-D\frac{\partial u}{\partial x}. \tag{3}$$

To find its fronts, set $c=v/\sqrt3$ and $w_\pm=u\pm q/c$. Add $\pm1/c$ times the flux equation to the energy equation, and use $q/c=(w_+-w_-)/2$:

$$\frac{\partial w_\pm}{\partial t}\pm c\,\frac{\partial w_\pm}{\partial x}=-\frac{w_\pm-w_\mp}{2\tau}.$$

Signals therefore travel at $\pm c$ and no faster. Initially $w_+=w_-=E\delta(x)$. The sharp part of each moves away at speed $c$ and decays as $e^{-t/2\tau}$; what it loses feeds a smooth wake between the fronts. Because $u=(w_++w_-)/2$, the two sharp fronts together carry the energy $E\,e^{-t/2\tau}$.

Keeping two moments does not by itself force this speed. A constant $\chi$ in (2) gives $v\sqrt\chi$, by the same algebra with $c^2=\chi v^2$. It is the isotropic value $\chi=1/3$ that gives $v/\sqrt3$.

## What the phonons do

Without collisions each phonon keeps its direction, so $f=\tfrac12E\,\delta(x-v\mu t)$. Integrating over $\mu$ brings a factor $1/(vt)$ from the delta function:

$$u=\frac{E}{2vt}\quad(|x|<vt),\qquad \chi=\left(\frac{x}{vt}\right)^2. \tag{4}$$

The profile is a flat box with edges at $\pm vt$. Every phonon found at $x$ has the same cosine, $\mu=x/(vt)$: free flight has sorted the directions in space. At the true front all phonons move straight ahead and $\chi=1$. The value $1/3$ occurs only at $|x|=vt/\sqrt3$, where Cattaneo's equation puts its front and where the true profile has no feature.

Collisions weaken the edge but do not move it. A phonon with flights of duration $t_i$ and cosines $\mu_i$ ends at $x=v\sum_i\mu_it_i$, and $\sum_i t_i=t$ with $|\mu_i|\le1$ gives $|x|\le vt$. The unscattered fraction $e^{-t/\tau}$ still forms a box, which contributes a step of height

$$\Delta u=\frac{E}{2vt}\,e^{-t/\tau}. \tag{5}$$

Scattered phonons add nothing to this step. To finish within a distance $s\,vt$ of the right edge, a phonon with $n\ge2$ flights occupying fractions $a_i$ of the time needs $\sum_i a_i(1-\mu_i)<s$. Each $1-\mu_i$ has probability density $1/2$. The two longest flights alone then limit the probability to at most $s^2/(8a_1a_2)$, a triangle's area times $1/4$. Divided by $s$, this tends to zero for any given durations. The longest flight alone shows that the same ratio never exceeds $1/(2a_1)\le n/2$, whose average is finite because the mean number of flights is finite. The average over durations therefore also tends to zero, and with it the scattered density at the edge.

A random-flight calculation with two million phonons at $t=0.5\tau$ shows both effects. In the outermost 1% of the range on each side, $\chi=0.987$. In the central tenth it is 0.113, raised above the nearly zero collisionless value by scattered phonons. The density in the outer band is $0.625\,E/\Lambda$, against $0.607\,E/\Lambda$ from (5). Of the 3% excess, about 1.7% comes from singly scattered phonons in a band of finite width; the rest is sampling noise, whose standard deviation here is 0.9%.

## What Cattaneo's equation gets right

The average of $\mu^2$ over the whole pulse is another matter. Call it $A$. Multiplying (1) by $\mu^2$ and integrating over $\mu$ and $x$ removes the streaming term, since $f$ vanishes far away, and leaves $dA/dt=-(A-1/3)/\tau$. An isotropic start has $A=1/3$, so $A$ stays there.

This fixes the mean square displacement. From the energy equation, after one integration by parts,

$$E\frac{d\langle x^2\rangle}{dt}=-\int x^2\frac{\partial q}{\partial x}dx=2R,\qquad R=\int xq\,dx .$$

From the flux equation, again by parts,

$$\frac{dR}{dt}=v^2\int\chi u\,dx-\frac R\tau=\frac{v^2E}{3}-\frac R\tau .$$

With $R(0)=0$ the solution is $R=DE(1-e^{-t/\tau})$, and one more integration gives

$$\langle x^2\rangle=2D\left[t-\tau\left(1-e^{-t/\tau}\right)\right]. \tag{6}$$

Only the integral of $\chi u$ entered, and it equals $E/3$ in both theories. Cattaneo's equation therefore gives the correct spread at all times for this pulse. A pulse that starts as a forward beam has $A=1$ initially, and the agreement is lost.

For $t\ll\tau$, expanding the exponential to second order gives $\langle x^2\rangle=Dt^2/\tau=v^2t^2/3$. The early Cattaneo fronts thus sit at the root-mean-square distance of the true box: the equation replaces a broad distribution by two spikes with the same variance.

For $t\gg\tau$, (6) becomes $2D(t-\tau)$. At $t=20\tau$ this is $12.67\,\Lambda^2$, so the typical distance is about $3.6\,\Lambda$, while the true front is at $20\,\Lambda$ with its step reduced by $e^{-20}$. Cattaneo's front, at $11.5\,\Lambda$, has decayed by $e^{-10}$. Its misplacement then hardly matters, and ordinary diffusion describes most of the heat.

## Two attempts at repair

One can shorten the relaxation time in (3) to $\tau_C$ while holding $D$ fixed. The front speed becomes $\sqrt{D/\tau_C}$, which equals $v$ for $\tau_C=\tau/3$. But (6) then holds with $\tau_C$ in place of $\tau$, and the early spread is $Dt^2/\tau_C=v^2t^2$, three times too large. The front has been moved by sending all the early heat along with it.

The other way is to keep more angular detail. Define $f_l=\int P_l(\mu)f\,d\mu$ with Legendre polynomials $P_l$. The recurrence $(2l+1)\mu P_l=(l+1)P_{l+1}+lP_{l-1}$ turns (1) into

$$\frac{\partial f_l}{\partial t}+\frac{v}{2l+1}\frac{\partial}{\partial x}\left[(l+1)f_{l+1}+l f_{l-1}\right]=-\frac{f_l}{\tau}\qquad(l\ge1),$$

with zero on the right for $l=0$. Cut the chain by setting $f_{N+1}=0$. Collision terms contain no derivatives and do not affect front speeds. A front of speed $\lambda v$ with amplitudes $g_l$ requires

$$(2l+1)\lambda g_l=(l+1)g_{l+1}+l g_{l-1}.$$

This is the Legendre recurrence, so $g_l=P_l(\lambda)g_0$, and the cut demands $P_{N+1}(\lambda)=0$. For $N=1$, $P_2=(3\lambda^2-1)/2$ gives $\lambda=1/\sqrt3$. The largest root is 0.861 for $N=3$, 0.960 for $N=7$ and 0.9992 for $N=59$. The front moves towards $v$ as the description becomes able to represent phonons that all point forward.

## When $v/\sqrt3$ is a real speed

Some phonon collisions conserve total crystal momentum. In the gray model they preserve $u$ and $q$ and drive $f$ towards $u/2+3q\mu/(2v)$, the form assumed for (3). If they are frequent on the time scale of the signal, while collisions that destroy $q$ are rare, then $\chi=1/3$ is justified and (2) reduces to

$$\frac{\partial^2u}{\partial t^2}=\frac{v^2}{3}\frac{\partial^2u}{\partial x^2}.$$

This wave is second sound. It needs many collisions, whereas the ballistic front needs few, so its speed cannot be carried over to the ballistic case.

## A heat pulse through a silicon wafer

Take a wafer 0.50 mm thick at 15 K, with $v=5.8$ km/s, a rough transverse sound speed, and $\Lambda=1.0$ mm, a rough size for scattering by natural isotopes. Then $\tau=\Lambda/v=172$ ns, and the thickness is half a mean free path. The arrival times are

$$t_{\rm true}=\frac{0.50\ \text{mm}}{5.8\ \text{km/s}}=86.2\ \text{ns},\qquad
t_{\rm Catt}=\sqrt3\times86.2\ \text{ns}=149.3\ \text{ns}.$$

At 129.3 ns, or $0.75\tau$, Cattaneo's front has reached 0.433 mm and the equation puts no heat beyond 0.50 mm. In the random-flight calculation 23.7% of the energy is already past that plane, with the heated face taken as specularly reflecting and the crystal continued beyond the plane; the moment chain with $N=59$ gives 23.8%. The mean square spreads at that moment agree, 0.1483 and 0.1482 mm². The retuned equation gives 0.3012 mm². These numbers assume an isotropic release, as from a thin layer of the crystal heated at once. A heater film that emits through the face with cosine weighting starts with $A=\int_0^1\mu^3d\mu/\int_0^1\mu\,d\mu=1/2$. The front is still at $vt$, but about 37% of the energy is then past the plane and the spread is 0.206 mm², so the agreement with Cattaneo's spread is lost. A real far face reflects phonons and changes what follows, but not the first arrival.

Real silicon is not gray. In a wafer cut normal to a cube axis its longitudinal phonons, at roughly 8.4 km/s, arrive first, the earliest at about 60 ns (about 53 ns for a [111] wafer). They hold about 14% of the energy if the branches are weighted by $v^{-3}$ with cube-axis speeds, and less if the slower shear waves in other directions are counted. The 86.2 ns refers to the transverse branches along a cube axis; a [111] wafer gives about 98 ns. Elastic anisotropy also makes the ballistic profile uneven instead of a flat box. The mean square of the transverse velocity along the normal is about 0.29 to 0.38 of its largest value squared, depending on the cut, so the factor $\sqrt3$ is only approximate for silicon. Delays work the other way. The slowest shear wave, along [110] at roughly 4.7 km/s, gives about 106 ns for that branch in a [110] wafer, where the fast shear branch still arrives at about 85 ns. Dispersion adds to this. With $y$ the phonon energy divided by $kT$, the heat added by a small temperature rise is distributed as $y^4e^y/(e^y-1)^2$, which peaks at $y=3.83$; this dominant energy is 4.95 meV. On a sine-shaped branch ending near 18 meV, the group speed there is $\sqrt{1-(4.95/18)^2}=0.961$ of its low-frequency value, a loss of 3.9%. The shape is crude: a sine ending at 18 meV has an initial slope of only 3.7 km/s along a cube axis, and two-term fits that match both the slope and the zone edge give losses of 4 to 10%. A 10 ns heater pulse does not delay the first arrival, but the last phonons it emits start 10 ns late. For phonons of the dominant energy released at the end of the pulse, these delays together give about 121 ns (128 ns with a 10% loss), still before 149.3 ns. This is an estimate, not a bound: phonons above the dominant energy are slower still, while those well below it keep nearly the full sound speed.

The mean free path is the weaker assumption. Suppose it falls as the inverse fourth power of frequency and equals 1.0 mm at the dominant energy. The unscattered fraction at normal incidence, averaged over the spectrum of the added heat, is then about 0.43 instead of the gray value $e^{-0.5}=0.61$. Doubling the gray collision rate gives $e^{-1}=0.37$. With this spectrum of paths the energy past 0.50 mm at 129.3 ns falls from 23.7% to about 17%. The path at a given frequency does not depend on temperature, but the dominant frequency does. Under the same law, a pulse that heats from 15 to 16 K shortens the path at the dominant energy by about 12%, and raising the base temperature to 16 K shortens it by about 23%. Such changes in the mean free path alter the height of the ballistic signal, not its arrival time.

In the model the ratio $\sqrt3$ between the arrival times depends on neither the thickness nor the mean free path, so the argument also holds for a thin film. Seeing the difference there requires a heater pulse shorter than the gap between the two arrivals, which at this speed is only 0.13 ns for a film 1 µm thick. At room temperature, however, $kT$ is about 26 meV, above the transverse zone edge, and a single phonon speed is no longer a good description of silicon. The numerical output below lists most of the values used here.

## Numbers as computed

```
wafer thickness 0.50 mm, temperature 15 K
gray speed v 5.8 km/s, mean free path 1.0 mm
relaxation time tau 172.4 ns
thickness / mean free path 0.50
Cattaneo front speed 3.35 km/s
arrival of true front 86.2 ns
arrival of Cattaneo front 149.3 ns
delay of Cattaneo front 63.1 ns
top speed / v, moments up to order 1: 0.5774
top speed / v, moments up to order 3: 0.8611
top speed / v, moments up to order 7: 0.9603
top speed / v, moments up to order 15: 0.9894
top speed / v, moments up to order 59: 0.9992
step at true front, simulated 0.625 per mfp
step at true front, formula 0.607 per mfp
chi near true front 0.987
chi near centre 0.113
chi averaged over whole pulse 0.3330
comparison time 129.3 ns = 0.75 tau
Cattaneo front position then 0.433 mm
energy past 0.5 mm, random flights 23.7 %
energy past 0.5 mm, order-59 moments 23.8 %
energy past 0.5 mm, Cattaneo below 1e-6 %: True
Cattaneo peak speed / v, Fourier solution 0.5775
energy in Cattaneo fronts, Fourier 0.694
energy in Cattaneo fronts, formula 0.687
mean square spread, random flights 0.1483 mm^2
mean square spread, Cattaneo 0.1482 mm^2
mean square spread, retuned 0.3012 mm^2
early spread, retuned / true 2.998
spread at 20 tau, random flights 12.67 mfp^2
spread at 20 tau, formula 12.67 mfp^2
second-sound speed / v 0.5774
thermal energy kT 1.293 meV
dominant phonon energy 4.95 meV = 3.83 kT
dominant wavelength 4.8 nm
zone-edge energy, rough 18 meV
speed loss by dispersion 3.9 %
longitudinal speed, rough 8.4 km/s
longitudinal arrival 59.5 ns
longitudinal share of energy 14 %
slowest shear speed, rough 4.7 km/s
slowest shear arrival 106.4 ns
unscattered at normal incidence, gray 0.607
same, mfp falling as frequency^-4 0.433
same, gray with collision rate doubled 0.368
heater duration 10 ns, rise 1 K
mean free path loss from that rise 23 %
latest displaced arrival 120.7 ns
```
